# Oxygen vacancies and Ce3+ in lanthanum-doped ceria abrasives

**Q:** Our ceria abrasive contains lanthanum, and oxygen analysis shows that it has many vacancies. I take twice the vacancy number as the number of Ce$^{3+}$ ions. When a neutral oxygen atom leaves the lattice, the two electrons it held as O$^{2-}$ stay behind, and they turn two Ce$^{4+}$ into two Ce$^{3+}$. What could be wrong with that?

**A:** Your account of removing an oxygen atom is right for pure ceria, provided the electrons settle on cerium. But it describes only one way of making a vacancy. Suppose two lanthanum atoms enter as La$_2$O$_3$. They occupy two cerium sites, which in the fluorite lattice go with four oxygen sites, and they bring three oxygen ions. One site stays empty, yet no oxygen was removed and no electron was left over.

To count both routes together, write the solid as Ce$_{1-x}$La$_x$O$_{2-d}$. Per formula unit there are $x$ La$^{3+}$, $d$ vacancies and $y$ Ce$^{3+}$, hence $1-x-y$ Ce$^{4+}$. Assume for now that there are no protons, interstitial ions or other dopants, and that no electrons are trapped in the vacancies. With the elementary charge set to 1, neutrality requires

$$4(1-x-y)+3y+3x=2(2-d).$$

The left side is $4-x-y$ and the right side is $4-2d$, so

$$2d=x+y,\qquad y=2d-x .$$

The vacancy content fixes the sum of La$^{3+}$ and Ce$^{3+}$. Your rule $y=2d$ is the case $x=0$. At $d=x/2$ the count gives $y=0$: each vacancy, with charge $+2$ relative to the perfect lattice, is balanced by two La$^{3+}$ on Ce$^{4+}$ sites, with charge $-1$ each. If $2d<x$, the negative $y$ signifies missing electrons, that is, holes.

**Q:** That treats the ions as point charges. Ce–O bonds are partly covalent, and cerium has some 4f population even in CeO$_2$. Does the count survive?

**A:** It does, as long as an energy gap separates the oxygen 2p levels from the cation f levels. Take a one-electron Hamiltonian in blocks,

$$H=\begin{pmatrix}A&B^\dagger\\B&C\end{pmatrix},$$

where $A$ acts on the oxygen 2p orbitals, $C$ on the cation f orbitals, and $B$ is their hybridisation. Let all eigenvalues of $A$ be at most $E_1$ and all those of $C$ at least $E_2>E_1$. Let $M$ be the number of 2p orbitals, three per oxygen.

By the min-max principle, the $M$-th level of $H$ is the smallest value that the maximum of $\langle\psi|H|\psi\rangle$, over normalised $\psi$, can take in an $M$-dimensional subspace. The 2p space is one such subspace, and its maximum is at most $E_1$. So at least $M$ levels lie at or below $E_1$. Likewise, level $M+1$ is the largest value that the minimum can take in a subspace whose orthogonal complement has dimension $M$. The f space is one of these, so level $M+1$ is at least $E_2$. Hybridisation of any strength leaves $M$ levels below the gap.

Now count electrons for $N$ cation sites, $l$ La atoms and $v$ vacancies. Neutral Ce supplies 4 valence electrons, La supplies 3, and O supplies 4 in its 2p shell:

$$4(N-l)+3l+4(2N-v)=12N-l-4v .$$

With two spins, the levels below the gap hold $6(2N-v)=12N-6v$ electrons. The difference is

$$(12N-l-4v)-(12N-6v)=2v-l ,$$

which is the ionic result again.

I diagonalised a model with 32 cations and 64 oxygen sites. Its f levels lie 4.0 eV (Ce) and 8.0 eV (La) above the 2p level, with p–p and p–f hopping of 0.5 and 0.6 eV. One vacancy without La left two electrons above the gap, one vacancy with one La left one, and one vacancy with two La left none. Two La without a vacancy left two holes. Raising the p–f hopping to 3.0 eV did not change these counts.

The f population is a different quantity. It was 0.335 electrons per Ce in the perfect cell and 0.330 in one arrangement of two La and a vacancy, although neither cell had an electron above the gap. With one vacancy and no La it rose to 0.393, a gain of 1.8 electrons over the cell. These are model values. The model omits cerium 5d orbitals, vacancy-centred orbitals and the localisation of an electron on a single Ce ion.

**Q:** So neutrality permits $y=0$. It also permits $y=0.05$ with more vacancies. What selects one of them?

**A:** Equilibrium with the surrounding oxygen does. Start from the fully compensated crystal and remove further oxygen atoms. Each removal adds one vacancy and two Ce$^{3+}$, and carries a statistical weight $K P^{-1/2}$. Here $P$ is the oxygen pressure divided by 1 bar; the power is $1/2$ because one atom is half an O$_2$ molecule. The constant is

$$K=e^{\Delta S/k}\,e^{-\Delta H/kT},$$

with $\Delta H$ and $\Delta S$ the reduction enthalpy and the non-configurational entropy per vacancy.

With $n=2v-l$ Ce$^{3+}$ ions placed independently of the vacancies, the weight of a given $v$ is

$$W(v)=\binom{2N}{v}\binom{N-l}{n}\left(KP^{-1/2}\right)^{n/2}.$$

The most probable $v$ is found by setting $W(v+1)/W(v)=1$. Since $n$ rises by 2,

$$\frac{2N-v}{v+1}\;\frac{(N-l-n)(N-l-n-1)}{(n+1)(n+2)}\;KP^{-1/2}=1 .$$

For a large crystal the added ones and twos can be dropped. Dividing numerators and denominators by $N$ gives

$$\frac{d}{2-d}\left(\frac{y}{1-x-y}\right)^2P^{1/2}=K,\qquad d=\frac{x+y}{2}.$$

Two limits can be solved by hand. Without La, $d=y/2$, and for $y\ll1$ the first factor is $y/4$ and the second $y^2$. Then $y^3/4=KP^{-1/2}$, so

$$y=(4K)^{1/3}P^{-1/6}.$$

With La and $y\ll x$, $d\approx x/2$ and $d/(2-d)\approx x/(4-x)$. If also $y\ll1-x$, then

$$y=(1-x)\left[\frac{K(4-x)}{x}\right]^{1/2}P^{-1/4}.$$

At fixed temperature and pressure, the vacancies introduced by La push the reduction reaction backwards. If $K$ is the same with and without La, doping raises $d$ and lowers $y$.

**Q:** Put numbers to it. Our powder is calcined in air.

**A:** Take $x=0.10$, 1073 K and 160 Torr of oxygen, so $P=0.2133$. As rough values for ceria I use $\Delta H=4.7$ eV and $\Delta S=12k$, which give $K=1.37\times10^{-17}$. Then

$$y=0.90\left[\frac{1.37\times10^{-17}\times3.90}{0.10}\right]^{1/2}(0.2133)^{-1/4}=3.1\times10^{-8},$$

with $d=0.050$, or $1.3\times10^{21}$ vacancies per cm$^3$. Your rule would give $y=0.10$. For ideally pure ceria under the same conditions,

$$y=(4\times1.37\times10^{-17})^{1/3}(0.2133)^{-1/6}=4.9\times10^{-6},$$

and $d=2.5\times10^{-6}$. The doped powder has about 20,000 times more vacancies and about 160 times fewer Ce$^{3+}$ ions. If the undoped ceria held trivalent impurities on a fraction $10^{-4}$ of its cation sites, these ratios would fall to about 1000 and 35. The comparison also uses the same $K$ for both powders. If $\Delta H$ were 0.5 eV lower in the doped one, the factor of 160 would shrink to about 11.

Summing $W(v)$ explicitly for $10^9$ cation sites, at $x=0$, $5\times10^{-6}$ and $0.10$, reproduced the equilibrium equation to within a relative difference of $7\times10^{-5}$. The absolute contents are much less certain, because $\Delta H$ and $\Delta S$ enter through exponentials. Raising $\Delta S$ from $12k$ to $18k$, for instance, multiplies $y$ in the doped powder by 20. The value $12k$ may well be low. It is less than the entropy of half an O$_2$ molecule at 1073 K, $14.8k$. At 1773 K and $10^{-5}$ bar it gives $d=0.010$ for pure ceria, whereas about 0.05 is reported, which with this $\Delta H$ needs about $17k$. With $16k$ the doped powder would have $y=2\times10^{-7}$.

**Q:** Then "compensated entirely by lanthanum" is still not literally true.

**A:** It is a limit. At finite temperature and pressure this model keeps $y>0$. A useful mark is the pressure $P^*$ at which Ce$^{3+}$ and La$^{3+}$ share the compensation equally. Such a pressure exists only for $x<1/2$. Setting $y=x$ gives $d=x$, and the equilibrium equation becomes

$$\frac{x}{2-x}\left(\frac{x}{1-2x}\right)^2(P^*)^{1/2}=K,$$

$$P^*=\left[\frac{K(2-x)(1-2x)^2}{x^3}\right]^2 .$$

For the example this is about $2\times10^{-25}$ Torr, and with $\Delta S=18k$ it would be about $3\times10^{-20}$ Torr. Both are far below the 160 Torr of the calcination. Compensation by La requires $P\gg P^*$. A hotter or strongly reducing treatment narrows that margin.

**Q:** One abrasive particle is small. Can it contain a fraction $3\times10^{-8}$ of anything?

**A:** No single particle can: it holds a whole number of Ce$^{3+}$ ions. With a cube edge of roughly 0.54 nm, a 60 nm sphere has $N=2.87\times10^6$ cations and about 144,000 vacancies. The bulk law gives $L=Ny=0.088$ Ce$^{3+}$ per particle, so whole numbers matter.

Leave out holes, protons and any special surface sites for now, take an even La number, and put $v=l/2+m$, $n=2m$. For small $m$, each extra vacancy multiplies the first binomial by $(4-x)/x$, and the second is $(N-l)^{2m}/(2m)!$. Together with $(KP^{-1/2})^m$, the weight relative to $m=0$ is $L^{2m}/(2m)!$, with $L=Ny$ from the doped limit. The mean is

$$\langle n\rangle=\frac{\sum_m 2m\,L^{2m}/(2m)!}{\sum_m L^{2m}/(2m)!}=\frac{L\sinh L}{\cosh L}=L\tanh L=0.008 .$$

For an odd La number, neutrality with these species makes $n$ odd. The same sums over odd powers give $L\cosh L/\sinh L=L\coth L=1.003$. So one Ce$^{3+}$ remains under these restrictions. That is one ion beside 144,000 vacancies. Both means also need the particle to stay exactly neutral. The energy to put one elementary charge on a 60 nm sphere is only about 0.024 eV, below $kT=0.092$ eV. If touching particles in a powder exchange charge, parity no longer matters and the mean returns to $L=0.088$ for even and odd La numbers alike.

**Q:** Are holes really negligible, then?

**A:** For the vacancy count they are, but they may outnumber the Ce$^{3+}$ ions. Let $p$ be the holes per formula unit. In the dilute limit, with one state per site, the occupied fraction of Ce sites times the hole fraction of oxygen sites is $e^{-E_g/kT}$, because the Fermi level cancels in the product. With about two oxygen sites per formula unit,

$$p\approx\frac{2(1-x)}{y}\,e^{-E_g/kT}.$$

A rough gap $E_g=3.0$ eV gives $p=4.8\times10^{-7}$, some 16 times $y$; a gap wider by 0.3 eV, or $\Delta S=15k$ instead of $12k$, would reverse the order. So would holes that move in a band with an effective mass of one to three electron masses, because they have far fewer states available than one per oxygen site. These reversals assume one state per Ce site. Counting six 4f states for each Ce$^{3+}$ multiplies $p$ by 6 at the same $y$. Holes then still lead, by about 4 to 5 times with the wider gap or with $15k$, and by 1.6 times for a band mass of three. Neutrality becomes $2d+p=x+y$, which shifts $d=0.050$ by only about $2\times10^{-7}$, a few parts in $10^6$ of its value. With the 3.0 eV gap, $\Delta S=12k$ and one hole state per oxygen site, the leftover charge in a particle with an odd La number and no special surface sites is more likely a hole than a Ce$^{3+}$, and the two single-particle means found above without holes no longer apply.

Attraction between La and vacancies matters more for $y$. If each La neighbour lowers a vacancy's energy by a rough 0.2 eV, with La fixed at random, 90% of the vacancies have a La neighbour. Bound vacancies oppose reduction less, and $y$ rises to $8\times10^{-8}$. Which La ions bind a vacancy is also an assumption: the same 0.2 eV for each La among the twelve next-nearest cations, instead of the four nearest, would give about $4\times10^{-7}$, and Ce$^{3+}$ would then outnumber the holes. Attraction between Ce$^{3+}$ and vacancies is left out here. At 0.2 eV per nearest pair, it would raise the value of $8\times10^{-8}$ by a further factor of about 3. The neutrality condition keeps its form, since binding a vacancy to La alters the charge of neither.

**Q:** Polishing happens at the surface, in water, near room temperature. Does your bulk result apply there?

**A:** The surface is its weakest point. Suppose reduction costs 2.0 eV less in the outer layer, a rough assumption, and that this layer has the bulk La content and is neutral by itself. The same equation then gives $y=1.5\times10^{-3}$ there. Taken as half a cube edge thick, the layer holds 2.7% of the cations, so a particle has roughly 100 surface Ce$^{3+}$, far more than in its bulk. If La had gathered in the layer to $x=0.30$, the number would be about 50. If electrons can pass between the layer and the bulk, the surface ions take up the charge left over by an odd La number, and the bulk then holds about 0.09 Ce$^{3+}$ on average whether the La number is even or odd, as long as no space charge builds up. That depends on how the 2.0 eV divides between the vacancy and the electrons. With a dielectric constant of 25, a planar space-charge estimate gives about 0.2 Ce$^{3+}$ below the layer and 60 in it if half the lowering belongs to the vacancy, and about 10 and 50 if all of it does. With a lowering of about 2.9 eV, surface Ce$^{3+}$ would equal La. A real surface can also carry net charge balanced by the layer beneath, and then local neutrality fails. Surface Ce$^{3+}$ has to be measured; the bulk vacancy content does not supply it.

At 300 K the equation gives $y\sim10^{-36}$. With the 3.0 eV gap this means practically no bulk Ce$^{3+}$ at equilibrium, because the charge left over by an odd La number is then a hole. A cooled powder may instead keep the oxygen content at which exchange stopped. Holes and Ce$^{3+}$ can still recombine, so what is kept is the difference $y-p$. If no electrons enter from the surface, and carriers can meet across the whole sample, an appreciable bulk Ce$^{3+}$ content survives only if Ce$^{3+}$ outnumbered the holes. Isolated 60 nm particles hold about one carrier each and cannot pool them: with the values above, a particle with an odd La number keeps about 0.05 of its 0.10 Ce$^{3+}$ on average.

Water adds another species. A water molecule can fill a vacancy and, with a neighbouring O$^{2-}$, form two hydroxyl ions. One charge of $+2$ is replaced by two of $+1$, so with $h$ hydroxyl protons per formula unit, and holes neglected,

$$2d+h=x+y .$$

Vacancies can thus disappear without any cerium changing its charge. If only $10^{-6}$ of them stayed open at equilibrium, $y$ would rise as $d^{-1/2}$, by a factor of 1000, and still be only about $10^{-33}$.

**Q:** How should I read our oxygen analysis?

**A:** Subtract the lanthanum first: for a dry powder without other dopants, $2d-x=y-p$, which equals the Ce$^{3+}$ content $y$ only when holes are much fewer than Ce$^{3+}$ ions. Here $x$ counts only La dissolved on cerium sites; La in a separate phase compensates nothing in the ceria. If fluoride ions, $f$ per formula unit, sit on oxygen sites, the left side becomes $2d+f-x$, with $d$ counting only the empty sites. Near $d=x/2$ you are subtracting two nearly equal numbers, so a small error in either can exceed $y$ itself. A direct measurement of Ce$^{3+}$ avoids the subtraction, but it helps only if its detection limit lies below the content you are looking for. A bulk content near $10^{-8}$ may be out of reach. None of this says whether vacancies or Ce$^{3+}$ set your removal rate. It does say that in a doped powder they are two separate quantities. The numerical output below lists the main values used here.

## Computed results

```
SUPERCELL MODEL (32 cations, 64 O sites)
Ce f, La f levels above O 2p: 4.0, 8.0 eV
p-p and p-f hopping: 0.5, 0.6 eV
La 0, vacancies 0: electrons above gap +0
La 0, vacancies 1: electrons above gap +2
La 1, vacancies 1: electrons above gap +1
La 2, vacancies 1: electrons above gap +0
La 4, vacancies 2: electrons above gap +0
La 3, vacancies 2: electrons above gap +1
La 2, vacancies 0: electrons above gap -2
gap, perfect cell: 3.00 eV
gap, 2 La + 1 vacancy: 3.00 eV
f electrons per Ce, perfect: 0.3352
f electrons per Ce, 2 La + 1 vacancy: 0.3301
f electrons per Ce, 1 vacancy only: 0.3925
f electrons gained by cell, 1 vacancy only: 1.835
f per Ce, shift to 108-cation cell: -0.00022
EQUILIBRIUM EXAMPLE (amounts per formula unit)
La content x: 0.10
calcination temperature: 1073 K
oxygen pressure: 160 Torr; P = 0.2133
reduction enthalpy (rough): 4.7 eV
reduction entropy (rough): 12 k
reduction constant K: 1.368e-17
vacancies, doped: 0.05000; undoped: 2.456e-06
Ce3+, doped: 3.059e-08; undoped: 4.911e-06
naive Ce3+ = 2d, doped: 0.1000
vacancy ratio doped/undoped: 2.036e+04
Ce3+ ratio undoped/doped: 160.6
pressure exponents, doped, undoped: -0.2500, -0.1667
largest sum/mass-action deviation: 6.8e-05
pressure where Ce3+ = La: 2.08e-25 Torr
vacancy density, doped: 1.27e+21 cm^-3
ONE PARTICLE
diameter, cube edge (rough): 60, 0.54 nm
cations: 2.873e+06; vacancies: 1.436e+05
bulk-law Ce3+ number L: 0.0879
mean Ce3+, even La: 0.00770; odd La: 1.0026
NEGLECTED EFFECTS (rough energies)
La-vacancy binding: 0.2 eV; Ce3+ becomes 8.01e-08
vacancies with a La neighbour: 90 %
holes for a 3.0 eV gap: 4.8e-07 per formula unit
surface enthalpy lowering: 2.0 eV
surface Ce3+ per formula unit: 1.51e-03
outer layer share of cations: 2.68 %
surface Ce3+ per particle: 116
lowering for surface Ce3+ = La: 2.86 eV
equilibrium Ce3+ at 300 K: 1.1e-36
same, only 1e-06 of vacancies unfilled: 1.1e-33
```
